# How long a trajectory fixes an electrode potential to 20 meV

A molecular-dynamics run of 20 ps with a time step of 0.5 fs gives 40 000 values of the electrode potential. If their standard deviation is 500 meV and they are treated as independent, the error of their average appears to be $500/\sqrt{40\,000}=2.5$ meV. For the correlated signal considered below, the true standard error is 104 meV. Two electrode surfaces whose potentials differ by 50 meV could then easily be ranked in the wrong order, although each average carries an error bar of a few meV. What matters is how fast the potential forgets its past.

## The estimate on one line

Let $E(t)=eU(t)$ be the instantaneous electrode potential, written as an energy and measured on a fixed reference scale. An uncertainty of 20 meV in $E$ is 20 mV in $U$. The simulation cell has fixed charge, so $U$ fluctuates as the liquid moves. If $U$ is imposed instead, this estimate does not apply.

Call the standard deviation of $E$ $\sigma$ and the wanted standard error of its average $\delta$. The average of $N$ independent values has standard error $\sigma/\sqrt N$, so

$$N=\left(\frac{\sigma}{\delta}\right)^2=\left(\frac{500}{20}\right)^2=625 .$$

The trajectory must last 625 times the interval between effectively independent values. That interval should be of the order of a relaxation time, but which one? Suppose that 90% of the variance relaxes in 0.2 ps and 10% in 3 ps. The fast time suggests $625\times0.2=125$ ps, and the slow time suggests $625\times3=1875$ ps. The rough argument gives the number of samples but leaves a factor of 15 in the length. The variance of a time average settles it.

## The variance of a time average

Assume that the signal is stationary: its mean and variance do not change with time, and its correlations depend on the time difference alone. Write $\eta(t)=E(t)-\langle E\rangle$ and

$$\langle\eta(t)\eta(s)\rangle=\sigma^2\rho(|t-s|),\qquad \rho(0)=1 .$$

The average over a run of length $T$ is $\bar E=T^{-1}\int_0^T E(t)\,dt$. Its variance is

$$V(T)=\frac{1}{T^2}\int_0^T\!\!\int_0^T\langle\eta(t)\eta(s)\rangle\,dt\,ds
=\frac{\sigma^2}{T^2}\int_0^T\!\!\int_0^T\rho(|t-s|)\,dt\,ds .$$

The integrand depends on the lag $u=|t-s|$ alone. For a given $u$, the earlier time can lie anywhere between 0 and $T-u$, and either $t$ or $s$ can be the earlier one. The area belonging to lags between $u$ and $u+du$ is therefore $2(T-u)\,du$, and

$$V(T)=\frac{2\sigma^2}{T}\int_0^T\left(1-\frac uT\right)\rho(u)\,du .$$

When $T$ is much longer than every correlation time, $\rho$ has vanished before $u/T$ becomes appreciable. The integral then tends to the integrated autocorrelation time

$$\tau=\int_0^\infty\rho(u)\,du ,$$

so that

$$V(T)\simeq\frac{2\sigma^2\tau}{T},\qquad\boxed{T\simeq\frac{2\sigma^2\tau}{\delta^2}} .$$

The second relation follows on setting $V=\delta^2$. The interval between effectively independent values is $2\tau$. The factor 2 belongs to the one-sided definition of $\tau$; if $\tau$ is defined by an integral over positive and negative lags, it is already included. No assumption of Gaussian fluctuations has been used.

For the two relaxation processes, take

$$\rho(u)=\sum_i w_i e^{-u/\tau_i},\qquad \sum_i w_i=1 .$$

Each exponential integrates to $\tau_i$, so

$$\tau=\sum_i w_i\tau_i=0.9\times0.2+0.1\times3=0.18+0.30=0.48\ \text{ps}.$$

The slow process carries a tenth of the variance but more than half of the integrated time. The required length is

$$T=\frac{2\times250\,000\ \text{meV}^2\times0.48\ \text{ps}}{400\ \text{meV}^2}=600\ \text{ps}=0.60\ \text{ns},$$

or $1.2\times10^6$ steps of 0.5 fs. The rough estimates of 125 and 1875 ps lie on either side of it.

This length gives a standard error of 20 meV. If the average is close to Gaussian, a 95% interval extends 1.96 standard errors to each side. Making that half-width 20 meV multiplies the length by $1.96^2$, which gives 2305 ps.

## Runs of finite length

The same integral shows when the simple law can be trusted. For one exponential, integrate the two terms separately:

$$\int_0^T e^{-u/\tau_i}du=\tau_i(1-e^{-T/\tau_i}),$$

$$\frac1T\int_0^T u\,e^{-u/\tau_i}du=\frac{\tau_i^2}{T}(1-e^{-T/\tau_i})-\tau_i e^{-T/\tau_i}.$$

On subtraction, the terms $\tau_i e^{-T/\tau_i}$ cancel:

$$V(T)=\frac{2\sigma^2}{T}\sum_i w_i\tau_i\left[1-\frac{\tau_i}{T}\left(1-e^{-T/\tau_i}\right)\right].$$

For $T\ll\tau_i$, expanding the exponential to second order in $T/\tau_i$ turns the bracket into $T/(2\tau_i)$. If this holds for all processes, $V\to\sigma^2$: a very short run is a single sample, however many steps it contains.

For long runs the exponentials can be dropped. With $m=\sum_i w_i\tau_i^2$, the condition $V=\delta^2$ becomes

$$T=\frac{2\sigma^2\tau}{\delta^2}\left(1-\frac{m}{\tau T}\right)\simeq\frac{2\sigma^2\tau}{\delta^2}-\frac m\tau .$$

In the last step, $T$ in the small correction was replaced by its leading value. Here $m=0.9\times0.2^2+0.1\times3^2=0.936$ ps², so the shift is $0.936/0.48=1.95$ ps. The full formula gives 598 ps, and the correction is negligible. At 20 ps it is visible:

$$V=\frac{2\times250\,000}{20}\left(0.48-\frac{0.936}{20}\right)\simeq1.08\times10^4\ \text{meV}^2,$$

whose square root is the 104 meV quoted at the start.

As a test of the finite-time formula, the correlations of all pairs of 2000 points in a 5 ps record were summed directly. The sum gave a variance of 32680.0 meV² and the formula 32679.8 meV².

## Saving fewer frames

The potential is sometimes computed for saved frames alone. Let $N$ frames be separated by $\Delta$, with $T=N\Delta$ long. Each frame correlates with itself and with neighbours on both sides, so

$$V\simeq\frac{\sigma^2}{N}\left[1+2\sum_{k=1}^{\infty}\rho(k\Delta)\right].$$

For one exponential set $q=e^{-\Delta/\tau_i}$. The geometric series gives

$$1+2\frac{q}{1-q}=\frac{1+q}{1-q}=\coth\frac{\Delta}{2\tau_i}.$$

Since $1/N=\Delta/T$, the law keeps its form, $V\simeq2\sigma^2\tau_\Delta/T$, with

$$\tau_\Delta=\sum_i w_i\frac{\Delta}{2}\coth\frac{\Delta}{2\tau_i}.$$

For $\Delta\ll\tau_i$ each term returns to $w_i\tau_i$. For $\Delta\gg\tau_i$ it becomes $w_i\Delta/2$, as it must for independent frames. Saving every 0.5 ps gives $\tau_\Delta=0.566$ ps and a required length of 707 ps, 18% more than for the continuous record. Most of the loss comes from the fast process, whose motion between frames is no longer averaged.

## Why the potential fluctuates by half a volt

The size of $\sigma$ can be estimated from the dielectric response of the liquid. Treat the nuclei classically and let the electrons respond linearly to the electrode charge $Q$. For a nuclear configuration $x$, the energy is

$$H(x,Q)=H_0(x)+Q\phi(x)+\frac{Q^2}{2C_\infty},\qquad U=\frac{\partial H}{\partial Q}=\phi+\frac{Q}{C_\infty}.$$

Here $C_\infty$ is the capacitance with the nuclei held still, taken to be the same for every nuclear configuration. In the thermal average $\langle\phi\rangle=\int\phi\,e^{-H/kT}dx\big/\int e^{-H/kT}dx$, both numerator and denominator depend on $Q$. Differentiation gives

$$\frac{d\langle\phi\rangle}{dQ}=-\frac{1}{kT_0}\Big[\langle\phi U\rangle-\langle\phi\rangle\langle U\rangle\Big]=-\frac{\mathrm{Var}(\phi)}{kT_0},$$

where the temperature is written $T_0$ from here on, to keep it apart from the run length. The constant $Q/C_\infty$ in $U$ cancels from the bracket. For the same reason $\mathrm{Var}(\phi)=\mathrm{Var}(U)$, and

$$\frac{d\langle U\rangle}{dQ}=\frac1{C_\infty}-\frac{\mathrm{Var}(U)}{kT_0}.$$

The left side is the inverse static capacitance $1/C_s$. For a uniform film of thickness $L$ and area $A$ at open circuit, with $U$ measured across the whole film (vacuum or a dipole correction beyond the liquid), $C=\varepsilon_0\varepsilon A/L$, so

$$\mathrm{Var}(U)=kT_0\left(\frac1{C_\infty}-\frac1{C_s}\right)=\frac{kT_0L}{\varepsilon_0A}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right).$$

With $L=1.5$ nm, $A=1.5$ nm², 300 K, $\varepsilon_\infty=1.8$ and $\varepsilon_s=78$, this gives $\sigma=504$ meV, close to the 500 meV chosen above. The large static permittivity hardly matters for $\sigma$, because its inverse is small. Lowering it to 10 throughout the film, as a crude allowance for a stiffer interfacial liquid, gives 462 meV. At fixed $\tau$ the required length would fall by 16%, since it follows $\sigma^2$. But $\tau$ need not stay fixed: a Debye dielectric at fixed charge relaxes in the time $\tau_D\varepsilon_\infty/\varepsilon_s$, which at fixed Debye time $\tau_D$ grows by a factor 7.8 when $\varepsilon_s$ drops from 78 to 10, and this outweighs the smaller variance.

The electrical boundary condition also matters. In a fully periodic cell with liquid between two faces of the same metal slab, the faces are short-circuited. If $U$ is then measured against the middle of the liquid, the two halves act in parallel, $C=4\varepsilon_0\varepsilon A/L$, and $\sigma$ is halved to 252 meV.

In this film model, doubling the area at fixed thickness and fixed $\tau$ halves the variance and reduces the length from 600 to 300 ps. Whether this saves computing time depends on how the cost of a step grows with the size of the cell.

## Reading the error from the run itself

In practice $\sigma$ and $\tau$ are not known in advance. Divide a run into $n$ blocks of length $b=T/n$, with averages $y_j$ and overall average $\bar y$. Expanding the squares about the true mean $\mu$ gives

$$\sum_j(y_j-\bar y)^2=\sum_j(y_j-\mu)^2-n(\bar y-\mu)^2 .$$

The expected value of the right side is $nV(b)-nV(T)$. The usual estimate of the squared standard error divides the left side by $n(n-1)$, so its expected value is

$$\frac{V(b)-V(T)}{n-1}.$$

If $\rho\ge0$, the integral in $TV(T)=2\sigma^2\int_0^T(1-u/T)\rho\,du$ cannot decrease as $T$ grows. Hence $bV(b)\le TV(T)$, or $V(b)\le nV(T)$, and the block estimate is on average never larger than the true squared error. It approaches the true value when the blocks are much longer than the correlation times. If $\rho$ oscillates in sign, the inequality can fail and the block estimate can be too large.

The estimate also scatters. For independent Gaussian blocks of variance $v$, the sum of squares consists of $n-1$ independent squared Gaussian variables. Each has mean $v$ and variance $3v^2-v^2=2v^2$. The relative spread of the sum is therefore

$$\frac{\sqrt{2(n-1)}\,v}{(n-1)v}=\sqrt{\frac{2}{n-1}} .$$

These results were tested on 2000 simulated signals of 600 ps, with a Gaussian fast part and a slow part that jumps between two values. The standard error was 19.66 meV, against 19.97 meV predicted; 2000 signals determine a standard deviation to about 1.6%, which is the size of the difference. Twenty blocks of 30 ps gave a block error of 19.31 meV, equal to the prediction to the digits shown and slightly below the true error, as the inequality requires. The relative spread of its square was 0.317, against 0.324 from the Gaussian formula.

A pilot run of length $T_p$ with estimated squared error $V_p$ projects a required length $T_pV_p/\delta^2$. If the pilot lasts 100 ps and is cut into 5 blocks, the relative uncertainty of this projection is $\sqrt{2/4}=0.71$. The projection also tends to be too small: its expected value, $T_p[V(20)-V(100)]/(4\delta^2)$ with times in ps, is 530 ps against the 598 ps needed, and modes slower than the blocks are largely missed. It gives at best the order of magnitude of the length, and the estimate should be renewed as the run proceeds.

## One long run or many short ones

The average of $R$ independent equilibrium runs of length $T/R$ has variance $V(T/R)/R$. While each run remains long compared with the correlation times, this is again $2\sigma^2\tau/T$. Random error then depends on the total length, but the error from the starting structure does not. If a slow mode of time $\tau_s$ starts with an offset $d$ and relaxes exponentially, a run of length $t$ has the bias

$$B(t)=\frac dt\int_0^t e^{-s/\tau_s}ds=\frac{d\tau_s}{t}\left(1-e^{-t/\tau_s}\right).$$

For $d=300$ meV and $\tau_s=3$ ps, one run of 600 ps has a bias of $300\times3/600=1.5$ meV. Twenty runs of 30 ps from the same starting structure each have a bias of 30 meV. Their average has it too, because the offset has the same sign in all of them. Discarding 15 ps before each 30 ps of averaging multiplies the bias by $e^{-5}$ and leaves 0.2 meV, at the price of 300 ps of discarded trajectory.

## Comparison with a real interface

The parameters are rough values for a small cell with a room-temperature water film on an electrode. The required 600 ps is thirty times the length of the 20 ps run in the opening example. Two simplifications of the correlation function act in opposite directions. Part of the fast variance in water comes from hindered rotations, which oscillate. A damped cosine $e^{-\gamma u}\cos\omega u$ integrates to $\gamma/(\gamma^2+\omega^2)$, which is positive but small when $\omega\gg\gamma$. If the whole fast part contributed nothing, $\tau$ would be 0.30 ps and the length 375 ps at the same $\sigma$.

The second simplification is that all slow motions are taken as known. Rearrangement of adsorbed molecules and migration of ions are candidates for slower modes. Suppose that 2% of the variance, taken from the fast part, relaxes in 50 ps. The total variance is unchanged, but $\tau$ rises to 1.476 ps. The simple law then gives a required length of 1845 ps, and the full formula, whose correction is now visible, gives 1810 ps. A 600 ps run then has a standard error of 34 meV, not 20 meV. Blocks of 30 ps are shorter than the hidden relaxation time, so their averages are correlated and the block error comes out too small. A warning sign is an error estimate that keeps rising as the blocks are lengthened. Its scatter also grows as fewer blocks remain, so a single 600 ps run may fail to show the rise, and its absence does not rule out a slow mode.

Errors of the density functional, the finite cell, the classical treatment of the nuclei and the reference scale are not reduced by a longer run. The 20 meV describes sampling alone. The values used here are collected in the numerical output below.

## Calculated quantities

```
standard deviation sigma: 500 meV
variance: 250000 meV^2
target standard error: 20 meV
fast share of variance: 0.90
fast time: 0.2 ps
slow share of variance: 0.10
slow time: 3.0 ps
fast part of tau: 0.18 ps
slow part of tau: 0.30 ps
integrated time tau: 0.48 ps
independent samples needed: 625
REQUIRED LENGTH, simple formula: 600.0 ps
same in ns: 0.60 ns
finite-length shift: 1.95 ps
required length, full formula: 598.0 ps
MD time step: 0.5 fs
MD steps needed: 1.20e+06
short run: 20 ps
error of short run: 104 meV
95% factor: 1.96
length for 95% half-width at target: 2305 ps
5 ps test, variance by double sum: 32680.0 meV^2
5 ps test, variance by formula: 32679.8 meV^2
simulated signals: 2000
simulated run length: 600 ps
standard error, simulated: 19.66 meV
standard error, predicted: 19.97 meV
blocks per run: 20
block length: 30 ps
block standard error, simulated: 19.31 meV
block standard error, predicted: 19.31 meV
relative spread of squared block error, simulated: 0.317
relative spread, Gaussian formula: 0.324
response test, slope (kT=1 units): 1.30538
response test, from fluctuation (kT=1 units): 1.30538
film: 300 K, thickness 1.5 nm, area 1.5 nm^2
permittivities: electronic 1.8, static 78.0, low 10.0
film estimate of sigma: 504 meV
film sigma, low permittivity: 462 meV
saving interval: 0.5 ps
effective tau with sparse saving: 0.566 ps
required length with sparse saving: 707 ps
start offset in slow mode: 300 meV
bias, one 600 ps run: 1.50 meV
replicas: 20 of 30 ps each
bias, replicas with same start: 30.0 meV
discarded time per replica: 15 ps
replica bias after discard: 0.20 meV
total discarded time: 300 ps
pilot: 100 ps in 5 blocks
relative uncertainty of length from pilot: 0.71
hidden mode: share 0.02, time 50 ps
tau with hidden mode: 1.476 ps
required length with hidden mode: 1810 ps
true error of 600 ps run with hidden mode: 34.0 meV
```
